# Logarithmic structural relaxation and its early plateau in a collective barrier model, part 2

A region of phase-change material, melted and quenched into a glass, relaxes slowly while its resistance rises. One variable $\Sigma$ describes its structure, from $\Sigma=1$ (most strained) to $\Sigma=0$ (fully relaxed), with initial value $\Sigma_0$. Each thermally activated event lowers $\Sigma$ by $\Delta$ and raises the barrier $B(\Sigma)=E_s(1-\Sigma)$ by $\varepsilon=E_s\Delta$, where $E_s$ is the barrier of the fully relaxed structure. Backward events are neglected.

The algebra is in atomic units, with $\hbar=m_e=e=1$ and $\theta=k_BT$; numerical energies are in electronvolts and times in seconds. The attempt rate is $\nu$, the initial barrier $B_0=E_s(1-\Sigma_0)$, the initial event rate $r_0=\nu e^{-B_0/\theta}$, and $x=\varepsilon/\theta$.

For $x\ll1$ the barrier follows

$$
\frac{dB}{dt}=\nu\varepsilon\,e^{-B/\theta}.
$$

At constant temperature this gives the continuum law

$$
\boxed{\;\Sigma(t)=\Sigma_0-\frac{\theta}{E_s}\ln\!\left(1+\frac{t}{\tau_0}\right)\;}
$$

with the plateau time

$$
\tau_0=\frac{\theta}{\nu\varepsilon}\,e^{B_0/\theta}
=\frac{\theta}{\nu\Delta E_s}\,e^{E_s(1-\Sigma_0)/\theta}.
$$

After ageing for a time $t_w$ at constant temperature, the new plateau time is

$$
\tau_0\,e^{\ln(1+t_w/\tau_0)}=\tau_0+t_w.
$$

Two samples with plateau times $\tau_a$ and $\tau_b$ differ by

$$
\Sigma_a-\Sigma_b=\frac{\theta}{E_s}\ln\frac{t+\tau_b}{t+\tau_a}
\simeq\frac{\theta}{E_s}\frac{\tau_b-\tau_a}{t},
$$

where the last form holds at times much longer than both.

In the opening example of doubling waits, the first wait is $w$ and each event doubles the next, so that $n$ events take the time

$$
t_n=w\left(2^n-1\right).
$$

The numerical example uses $E_s=2$ eV, $\Sigma_0=0.7$, $\Delta=0.001$, $\nu=10^{13}$ s$^{-1}$ and $T=300$ K. Hence $\theta=0.025852$ eV, $B_0=0.6$ eV, $\varepsilon=0.002$ eV, $x=0.0774$, $r_0=833$ s$^{-1}$ and $\tau_0=0.0155$ s.

## Random events, resistance and thermal history

The first half described an amorphous region by a variable $\Sigma$ with the initial value $\Sigma_0$. Each event lowers $\Sigma$ by $\Delta$ and raises the barrier $B=E_s(1-\Sigma)$ by $\varepsilon=E_s\Delta$. With $\theta=k_BT$, attempt rate $\nu$, initial barrier $B_0$, initial event rate $r_0=\nu e^{-B_0/\theta}$ and $x=\varepsilon/\theta$, the continuum law is

$$
\Sigma(t)=\Sigma_0-\frac{\theta}{E_s}\ln\!\left(1+\frac{t}{\tau_0}\right),\qquad
\tau_0=\frac{1}{xr_0}=\frac{\theta}{\nu\varepsilon}e^{B_0/\theta}.
$$

It assumes constant temperature, negligible backward events, $\Sigma>0$ and $x\ll1$. The numerical example has $E_s=2$ eV, $\Sigma_0=0.7$, $\Delta=0.001$ and $\nu=10^{13}$ s$^{-1}$. At 300 K this gives $\theta=0.025852$ eV, $x=0.0774$ and $\tau_0=0.0155$ s.

The continuum law replaced random, discrete events by a smooth flow. To find what this costs, let $N(t)$ be the number of events completed by time $t$. After $n$ events the barrier is $B_0+n\varepsilon$, and the rate of the next event is

$$
r_n=r_0e^{-xn}=r_0q^{-n},\qquad q=e^x.
$$

The mean wait in this state is $1/r_n=q^n/r_0$. The mean time to complete $n$ events is the sum of the mean waits, and the geometric series gives

$$
\langle t_n\rangle=\frac{1}{r_0}\sum_{k=0}^{n-1}q^k
=\frac{q^n-1}{r_0(q-1)}=\tau_d\,(q^n-1),\qquad
\tau_d=\frac{1}{r_0(q-1)}.
$$

For $q=2$ the time $\tau_d$ is the mean first wait $1/r_0$, and the opening example of doubling waits is recovered. Since $1/r_0=x\tau_0$, the discrete and continuum times are related by

$$
\tau_d=\tau_0\frac{x}{e^x-1}\simeq\tau_0\left(1-\frac{x}{2}\right),
$$

to first order in $x$. In the example $\tau_d=0.0149$ s, about 4% below $\tau_0$.

A mean completion time is not the same thing as a mean state at a given time. For the latter, let $P_n(t)$ be the probability that $n$ events have occurred. A state gains probability from the state before it and loses probability to the state after it:

$$
\frac{dP_n}{dt}=r_{n-1}P_{n-1}-r_nP_n,\qquad P_{-1}=0.
$$

Multiply by a function $f(n)$ and sum over $n$. In the gain term, rename $n-1$ as $n$. The result is

$$
\frac{d}{dt}\langle f(N)\rangle=\sum_{n=0}^{\infty}r_nP_n\left[f(n+1)-f(n)\right].
$$

Choose $f(n)=q^n$. The bracket becomes $q^n(q-1)$, and its factor $q^n$ cancels the factor $q^{-n}$ in $r_n$. The probabilities sum to one, so

$$
\frac{d}{dt}\langle q^N\rangle=r_0(q-1),\qquad
\langle q^N\rangle=1+\frac{t}{\tau_d}.
$$

The sums converge because $P_n$ is at most $r_0r_1\cdots r_{n-1}t^n/n!$, and the product of rates contains the factor $e^{-xn(n-1)/2}$, which falls faster than $q^n$ grows.

This result needs no assumption that $x$ is small. Since $e^{B/\theta}=e^{B_0/\theta}q^N$, it says that the mean of $e^{B/\theta}$ grows linearly in time even when the individual events are random and large. A numerical solution of the equations for $P_n$ at the large value $x=0.5$ confirms it to a relative accuracy of $10^{-6}$.

The mean of $N$ itself requires an approximation. Let $m=\langle N\rangle$ and let $V$ be the variance of $N$. The choices $f=n$ and $f=n^2$ give

$$
\frac{dm}{dt}=\langle r_N\rangle,\qquad
\frac{d\langle N^2\rangle}{dt}=\langle(2N+1)r_N\rangle .
$$

Subtracting $dm^2/dt=2m\langle r_N\rangle$ from the second equation leaves

$$
\frac{dV}{dt}=\langle r_N\rangle+2\langle(N-m)r_N\rangle .
$$

For small $x$ the rate may be expanded about the mean state, $r_N\simeq r_m[1-x(N-m)]$. To leading order $\langle r_N\rangle=r_m$ and $\langle(N-m)r_N\rangle=-xr_mV$. Division by $dm/dt=r_m$ then removes the time:

$$
\frac{dV}{dm}=1-2xV,\qquad V=\frac{1-e^{-2xm}}{2x},
$$

where $V=0$ at the start. A region that happens to be ahead meets a higher barrier and slows down, while one that is behind continues faster. The spread therefore saturates at $\sqrt{1/(2x)}$ events. In the example this is $2.54$ events, or $0.00254$ in $\Sigma$.

The leading shift of the mean follows from the exact moment. For small fluctuations of $xN$, the logarithm of the mean exponential is the mean plus half the variance:

$$
\ln\langle e^{xN}\rangle\simeq xm+\frac{x^2V}{2}.
$$

Its left-hand side is $\ln(1+t/\tau_d)$. With $1/\tau_d\simeq(1+x/2)/\tau_0$ and the abbreviation $u=t/(t+\tau_0)$, expansion to first order in $x$ gives

$$
\ln\!\left(1+\frac{t}{\tau_d}\right)\simeq
\ln\!\left(1+\frac{t}{\tau_0}\right)+\frac{x}{2}u .
$$

The continuum law predicts $m_c=x^{-1}\ln(1+t/\tau_0)$ events, so that $e^{-xm_c}=\tau_0/(t+\tau_0)=1-u$. To leading order this value may be used in the variance, which becomes $V=[1-(1-u)^2]/(2x)=(2u-u^2)/(2x)$. Collecting the terms and dividing by $x$,

$$
m-m_c\simeq\frac{u}{2}-\frac{xV}{2}
=\frac{u}{2}-\frac{2u-u^2}{4}=\frac{u^2}{4}.
$$

At late times the mean is a quarter of an event ahead of the continuum law, so the mean $\Sigma$ lies below the continuum value by about $\Delta/4$. The cause of the advance can be read from the exact equation $dm/dt=\langle r_N\rangle$, which differs from the continuum law only in having the mean of the rate in place of the rate at the mean state. The rate is a convex function of $N$, so the fluctuations raise its mean: to second order $\langle r_N\rangle\simeq r_m(1+x^2V/2)$, and the bracket tends to $1+x/4$ at late times. A rate larger by this factor adds $x/4$ to the logarithm, and division by $x$ gives the quarter of an event.

A simulation of 4000 random event sequences can be compared with these estimates. It gives offsets of $-0.10$, $-0.21$, $-0.29$ and $-0.29$, in units of $\Delta$, at the times $\tau_0$, $1$ s, $10^3$ s and $10^6$ s. The formula gives $-0.06$, $-0.24$, $-0.25$ and $-0.25$. The statistical error of each simulated mean is the spread divided by $\sqrt{4000}$, or about $0.04\,\Delta$, and the differences are of that size. The simulated spread in $\Sigma$ is $0.0022$ at $\tau_0$ and between $0.0025$ and $0.0026$ at the three later times, as the variance formula predicts.

The continuum law thus gives the mean number of events to within a fraction of one event when $x$ is small, although a single region typically deviates from it by the spread found above. Because $x=E_s\Delta/\theta$, this condition becomes harder to meet on cooling. In the example, however, $x$ reaches one only near 23 K, where the initial barrier of 0.6 eV makes the first wait far longer than any observation. Large $x$ is therefore relevant mainly for regions with a larger step $\Delta$. At late times about $\ln10/x$ events occur per decade of time. When $x$ is of order one or larger, this is at most a few, and the trace of a single region is a coarse staircase that the smooth curve cannot reproduce in detail.

The structure is observed through the electrical resistance. Assume that conduction is thermally activated with a constant prefactor, and that its activation energy rises linearly as the structure relaxes:

$$
R=R_*e^{E_a/\theta_r},\qquad E_a=E_a^*-\alpha\Sigma .
$$

Here $\theta_r$ is the thermal energy during the reading, and $\alpha>0$ couples structure to conduction. The reading must be short enough to leave $\Sigma$ unchanged. Let $R_0$ be the resistance of the initial state, read at the same $\theta_r$. In the ratio $R/R_0$ the constants $R_*$ and $E_a^*$ cancel, and the continuum law gives

$$
\frac{R}{R_0}=e^{\alpha(\Sigma_0-\Sigma)/\theta_r}
=\left(1+\frac{t}{\tau_0}\right)^p,\qquad
p=\frac{\alpha}{E_s}\frac{\theta}{\theta_r}.
$$

The activation energy grows logarithmically, and the resistance therefore grows as a power of time. If the sample relaxes and is read at one temperature, the exponent is $p=\alpha/E_s$. The thermal energy has cancelled, because a hotter glass relaxes further per decade while its resistance responds less to a given change of activation energy. The cancellation is a property of the model. It needs a constant attempt rate, a constant prefactor $R_*$ and simple activated conduction, as in a reading at low field. If, for example, the attempt rate grows with the barrier as $e^{B/\theta_c}$ with $\theta_c>\theta$, then $1/\theta$ in the rate is replaced by $1/\theta-1/\theta_c$, and the exponent becomes $(\alpha/E_s)/(1-\theta/\theta_c)$, which rises with temperature. A measured drift exponent therefore need not be independent of temperature.

With $\alpha=0.2$ eV the exponent at a common temperature is $0.2/2=0.1$. At $t=1$ s the continuum law gives

$$
\frac{R}{R_0}=\left(1+\frac{1}{0.0155246}\right)^{0.1}=65.4^{0.1}=1.52 .
$$

The ratio is $1.006$ at $10^{-3}$ s, still on the plateau, and it reaches $3.03$ at $10^3$ s and $6.04$ at $10^6$ s. If the sample instead relaxes at 400 K and is read briefly at 300 K, the late exponent is $0.1\times400/300=0.133$. Numerical differentiation of the integrated evolution gives the same value.

The local exponent shows how the plateau ends:

$$
\frac{d\ln R}{d\ln t}=p\,\frac{t}{t+\tau_0}.
$$

It is small for $t\ll\tau_0$, equals $p/2$ at $t=\tau_0$, and tends to $p$ later. The numerical evolution at 300 K gives $0.050$ at $\tau_0$ and $0.100$ at $10^4$ s. This provides a way to read $\tau_0$ from a measured curve, provided that the measurement begins early enough and that the zero of time is known to much better than $\tau_0$. If the clock is started late by a time $\delta$, the sum $t+\tau_0$ becomes $t+\delta+\tau_0$, and the curve yields $\tau_0+\delta$ instead of $\tau_0$. If the first reading is taken at a time $t_m$, the ratio to that reading is

$$
\frac{R(t)}{R(t_m)}=\left(\frac{t+\tau_0}{t_m+\tau_0}\right)^p .
$$

For $t_m\gg\tau_0$ this is nearly $(t/t_m)^p$, and the curve then carries very little information about the initial state.

The plateau can also be moved on purpose. Let the sample be held for a time $t_h$ at a thermal energy $\theta_h$ and then be returned to $\theta$. Assume that both temperature changes are too quick for relaxation to occur during them, and that the glass does not crystallize. The variable $\Sigma$ describes the structure, so it is continuous across each change, and so is the barrier. With $\tau_h$ the plateau time at $\theta_h$, the hold raises the barrier to

$$
B_h=B_0+\theta_h\ln\!\left(1+\frac{t_h}{\tau_h}\right),\qquad
\tau_h=\frac{\theta_h}{\nu\varepsilon}e^{B_0/\theta_h}.
$$

After the return, $B_h$ is the new initial barrier. The prefactor $\theta/(\nu\varepsilon)$ is the same as before the hold, so the new plateau time is

$$
\tau'=\tau_0e^{(B_h-B_0)/\theta}
=\tau_0\left(1+\frac{t_h}{\tau_h}\right)^{\theta_h/\theta}.
$$

For $\theta_h=\theta$ this reduces to $\tau_0+t_h$, the result for ageing at constant temperature. As long as $\theta_h<B_0$, which is easily satisfied here, a hotter hold acts in two ways: it shortens $\tau_h$, and it raises the bracket to a power greater than one.

Take a hold of 100 s at 400 K, where $\theta_h=0.034469$ eV. The plateau time during the hold is $\tau_h=6.25\times10^{-5}$ s, so nearly the whole hold lies in the logarithmic regime. Heating without any relaxation would require a ramp shorter than this time. A slower ramp does relax the glass, but the hold then erases the memory of it, and what matters in practice is that the ramps be short compared with $t_h$. Linear ramps of 1 s each way change the plateau time found below by about 0.4%, while ramps as long as the hold raise it by about a third. The barrier rises to

$$
B_h=0.6+0.034469\,\ln\!\left(1+\frac{100}{6.25274\times10^{-5}}\right)
=1.092\ \mathrm{eV},
$$

which corresponds to $\Sigma=1-1.0924/2=0.4538$. The plateau time after the return to 300 K is

$$
\tau'=0.0155\ \mathrm{s}\times\left(1.599\times10^6\right)^{4/3}
=2.9\times10^6\ \mathrm{s},
$$

or about 34 days. It has grown by a factor of $1.9\times10^8$. Both plateaus are observed at the same temperature and with the same model constants, so this change is due to the different initial state alone.

In the first $10^6$ s after the hold, $\Sigma$ falls from $0.4538$ to $0.4500$, and the resistance rises by the factor

$$
\left(1+\frac{10^6}{2.90\times10^6}\right)^{0.1}=1.03 .
$$

The sample without the hold drifts by a factor of $6.04$ in the same time. The comparison needs some care, because each ratio refers to the resistance at the start of its own observation. The hold has itself raised the resistance, read at 300 K, by

$$
e^{\alpha(0.7-0.4538)/\theta}=e^{0.2\times0.2462/0.025852}=6.7 .
$$

Most of the drift has been carried out in advance, at the higher temperature. The later drift has been postponed and its law is unchanged: once $t$ is much longer than $\tau'$, the local exponent returns to $0.1$, as long as the assumptions of the model still hold.

The treatment of the hold relied on a temperature that is constant in each stage. During a slow ramp the equation $dB/dt=\nu\varepsilon e^{-B/\theta(t)}$ still applies, but the derivative of $e^{B/\theta}$ acquires a second term,

$$
\frac{d}{dt}e^{B/\theta}=\frac{\nu\varepsilon}{\theta}
-\frac{B}{\theta^2}\frac{d\theta}{dt}\,e^{B/\theta}.
$$

The exponential no longer grows at a constant rate, and the isothermal logarithm cannot be applied across the ramp. The equation must then be integrated along the actual temperature history, and the state at the end of the ramp supplies the initial value for the next isothermal plateau. The values used in the examples are collected in the numerical output below.

## Table of computed values

```
Barrier scale Es = 2.000 eV
Initial state Sigma0 = 0.700 (dimensionless)
Change per event Delta = 0.0010 (dimensionless)
Attempt rate nu = 1.000e+13 1/s
Conduction coupling alpha = 0.200 eV
Room temperature = 300.0 K
Thermal energy at room temperature = 0.025852 eV
Initial barrier = 0.6000 eV
Barrier increase per event = 0.0020 eV
Event parameter x = 0.07736 (dimensionless)
First event rate = 8.32614e+02 1/s
Plateau time tau0 = 1.55246e-02 s
Plateau time tau0 = 6.41808e+14 atomic time units
Discrete-event time tau_d = 1.49318e-02 s
Late fall of Sigma per decade = 0.029763
Early drop / linear law at 0.001 tau0 = 0.999500
Time to Sigma=0 = 5.1284e+21 s
Direct integration at 300 K: t, Sigma, barrier, R/R0
  1e-03 s, 0.699193, 0.60161 eV, 1.00626
  1e-02 s, 0.693573, 0.61285 eV, 1.05098
  1e+00 s, 0.645960, 0.70808 eV, 1.51903
  1e+03 s, 0.556869, 0.88626 eV, 3.02621
  1e+06 s, 0.467580, 1.06484 eV, 6.03807
Plateau time for Sigma0=0.6: 3.55527e+01 s
Sigma gap of starts 0.7 and 0.6 at 1e4 s = 4.5854e-05
Late-gap law at 1e4 s = 4.5935e-05
Random sequences, 4000 samples: t, mean Sigma, offset, spread
  1.552e-02 s, 0.69094, -0.100 Delta, 0.00221
  1.000e+00 s, 0.64575, -0.210 Delta, 0.00255
  1.000e+03 s, 0.55658, -0.292 Delta, 0.00256
  1.000e+06 s, 0.46729, -0.291 Delta, 0.00254
Local drift exponent at tau0 = 0.05000
Local drift exponent at 1e4 s = 0.10000
Exponent, relax 400 K and read 300 K = 0.13333
Anneal temperature = 400.0 K
Anneal duration = 100.0 s
Thermal energy during anneal = 0.034469 eV
Plateau time during anneal = 6.25274e-05 s
Sigma after anneal = 0.453801
Barrier after anneal = 1.09240 eV
Plateau time at 300 K after anneal = 2.90354e+06 s
Plateau lengthening factor = 1.8703e+08
Sigma 1e6 s after anneal = 0.449976
R/R(after anneal) at 1e6 s = 1.03004
```
